# Square-Root Photoionization Threshold of a p-Symmetry Trap with a Neutral Core

An electron of effective mass $m$ is held by a spherical potential $V(r)$ that is bounded and vanishes for $r>R$. Its Hamiltonian is $H=-(\hbar^2/2m)\nabla^2+V(r)$, with the conduction-band edge as the zero of energy. The occupied trap is a p level at energy $-I$,

$$\psi_M=\frac{u(r)}{r}\,Y_{1M}(\theta,\varphi),\qquad \int_0^\infty u^2\,dr=1,\qquad \kappa=\frac{\sqrt{2mI}}{\hbar}.$$

A photon of energy $\hbar\omega=I+\varepsilon$ frees the electron with wave number $k=\sqrt{2m\varepsilon}/\hbar$. The core left behind is neutral, so no Coulomb tail acts on the outgoing electron. One active electron is counted, and the three orientations $M$ are averaged. Energies are in eV, lengths in nm and cross-sections in cm². The claim is that the cross-section starts as

$$\sigma=B\sqrt{\varepsilon}\,[1+O(\varepsilon)],\qquad B>0,$$

provided that the core has no s or d level at zero energy and that a certain dipole integral does not vanish. These conditions emerge below.

Let the light have field $F_0\cos\omega t$ along $z$, nearly uniform over the trap, in a medium of refractive index $n$. The field at the trap is taken equal to the average field. The perturbation $eF_0z\cos\omega t$ has an absorbing part of amplitude $eF_0/2$. With final states normalized per unit energy, the golden rule gives the rate $(2\pi/\hbar)(eF_0/2)^2|\langle E|z|i\rangle|^2$. The photon flux is $n\epsilon_0cF_0^2/(2\hbar\omega)$. Dividing, and using $e^2/(\epsilon_0c)=4\pi\hbar\alpha$ with $\alpha$ the fine-structure constant,

$$\sigma=\frac{\pi e^2\omega}{n\epsilon_0c}|\langle E|z|i\rangle|^2=\frac{4\pi^2\alpha}{n}\,\hbar\omega\,|\langle E|z|i\rangle|^2 .$$

Since $z=r\cos\theta$, the angular part follows from

$$\cos\theta\,Y_{10}=\sqrt{\tfrac13}\,Y_{00}+\sqrt{\tfrac4{15}}\,Y_{20},\qquad \cos\theta\,Y_{1,\pm1}=\sqrt{\tfrac15}\,Y_{2,\pm1}.$$

The electron therefore leaves as an s wave or a d wave. The averaged weights are $\frac13\cdot\frac13=\frac19$ for s and $\frac13(\frac4{15}+\frac15+\frac15)=\frac29$ for d. With radial final states $w_l(r)/r$,

$$\sigma=\frac{4\pi^2\alpha}{n}\hbar\omega\left[\tfrac19\mathcal R_0^2+\tfrac29\mathcal R_2^2\right],\qquad \mathcal R_l=\int_0^\infty w_l\,r\,u\,dr .$$

The threshold law is decided by how much of the outgoing wave reaches the trap at small $k$. For the s wave, let $\phi_k$ be the solution of $\phi''=(U-k^2)\phi$, $U=2mV/\hbar^2$, with $\phi_k(0)=0$ and $\phi_k'(0)=1$. Integrating twice,

$$\phi_k(r)=r+\int_0^r(r-r')\,[U(r')-k^2]\,\phi_k(r')\,dr' .$$

Repeated substitution produces a series whose terms are polynomials in $k^2$. If $|U-k^2|\le C$, the $j$th term is at most $C^jr^{2j+1}/(2j+1)!$, so the series converges and $\phi_k(r)$ is analytic in $k^2$. Outside the core,

$$\phi_k(r)=\phi_k(R)\cos k(r-R)+\phi_k'(R)\frac{\sin k(r-R)}{k},$$

a sinusoid of amplitude $A_k=[\phi_k(R)^2+\phi_k'(R)^2/k^2]^{1/2}$.

Normalization per unit energy fixes the amplitude $N$ that the true final state must have. Two sinusoids of unit amplitude overlap as $(\pi/2)\delta(k-k')$, and $\delta(k-k')=(dE/dk)\,\delta(E-E')=(\hbar^2k/m)\,\delta(E-E')$. Hence $N^2(\pi/2)(\hbar^2k/m)=1$, or $N^2=2m/(\pi\hbar^2k)$. With $w_0=N\phi_k/A_k$,

$$\mathcal R_0^2=\frac{2m}{\pi\hbar^2}\;\frac{k\,M_k^2}{\phi_k'(R)^2+k^2\phi_k(R)^2},\qquad M_k=\int_0^\infty\phi_k\,r\,u\,dr .$$

The integral $M_k$ is also analytic in $k^2$ near zero, because $u$ decays as $e^{-\kappa r}$ and the outer form of $\phi_k$ is even in $k$. If $\phi_0'(R)\ne0$, then $\mathcal R_0^2$ is $k$ times an analytic function of $k^2$. This gives both the square root and the relative correction of order $\varepsilon$.

For the coefficient, write the zero-energy solution as $\chi=\phi_0/\phi_0'(R)$. Outside the core it is the straight line $\chi=r-a$, where $a=R-\phi_0(R)/\phi_0'(R)$ is the scattering length. With $D_0=\int_0^\infty\chi\,r\,u\,dr$ and $I=\hbar^2\kappa^2/2m$,

$$\sigma\to\frac{4\pi^2\alpha}{n}\cdot\frac{\hbar^2\kappa^2}{2m}\cdot\frac19\cdot\frac{2m}{\pi\hbar^2}\,k\,D_0^2=\frac{4\pi\alpha}{9n}\,\kappa^2k\,D_0^2 .$$

This is $B\sqrt\varepsilon$ with $B=(4\pi\alpha/9n)\,\kappa^2D_0^2\sqrt{2m}/\hbar$, which is positive when $D_0\neq0$.

The two conditions on the s wave can now be read off. If $\phi_0'(R)=0$, the core has an s level at zero energy. The denominator is then $k^2\phi_0(R)^2$ to leading order, and $\sigma\propto1/k\propto\varepsilon^{-1/2}$ when $M_0\ne0$. If instead $D_0=0$, then $M_k$ generically starts as $k^2$, and the s channel starts as $k^5\propto\varepsilon^{5/2}$.

For an outgoing wave with $l>0$, the zero-energy solution outside the core is $Cr^{l+1}+Dr^{-l}$. The free regular wave $kr\,j_l(kr)$ starts as $(kr)^{l+1}/(2l+1)!!$, so matching the growing part requires an amplitude proportional to $C\,k^{-(l+1)}$. Dividing by this amplitude and multiplying by $N$ gives, inside the trap,

$$w_l^2\propto\frac1k\,k^{2l+2}=k^{2l+1},\qquad C\ne0 .$$

The centrifugal barrier thus holds back the d wave, which starts as $k^5\propto\varepsilon^{5/2}$. The exception, $C=0$, is a core with a d level at zero energy. The growing part then starts as $k^2$, the outer amplitude as $k^2k^{-3}=k^{-1}$, and $w_2^2\propto k$, so the d wave can add its own $\sqrt\varepsilon$ term. An s-symmetry trap must emit a p wave and, unless the core has a p level at zero energy, generically starts as $k^3\propto\varepsilon^{3/2}$. The p trap has the steeper onset because one of its allowed outgoing waves meets no barrier.

A charged core changes the result. An attractive tail gives the local wave number $p(r)=\sqrt{k^2+2/(a_Br)}$, where $a_B$ is the effective Bohr radius. At $r\gg a_B$ the wavelength changes slowly even when $k=0$, so the amplitude follows $p^{-1/2}$ all the way in from infinity, where $p=k$. At a fixed $r\gg a_B$ the squared amplitude is therefore $2m/(\pi\hbar^2p)$, which stays finite as $k\to0$. The wave inside the trap then has a finite limit too, and the cross-section starts with a step. Numerically, at $r=0.40$ nm with $a_B=0.74$ nm, doubling $k$ from 0.05 to 0.10 nm⁻¹ multiplies $w_0^2$ by 0.9995 for the pure Coulomb wave and by 1.9992 for the free wave.

A square well, $V=-V_0$ for $r<R$, gives $B$ in closed form. Set $K_0=\sqrt{2mV_0}/\hbar$, $Q^2=K_0^2-\kappa^2$, $x=QR$ and $y=\kappa R$. The p function is proportional to $\sin(Qr)/(Qr)-\cos Qr$ inside and to $e^{-\kappa r}[1+1/(\kappa r)]$ outside. Their logarithmic derivatives at the wall, multiplied by $R$, must agree:

$$-1+\frac{x^2}{1-x\cot x}=-s,\qquad s=y+\frac1{y+1}=\frac{y^2+y+1}{y+1}.$$

Since $1-s=-y^2/(y+1)$, this becomes

$$\frac{\cot x}{x}-\frac1{x^2}=\frac1y+\frac1{y^2},$$

which has many roots. The one with $\pi<x<4.49$ belongs to the lowest p level, the case taken here, and fixes $Q$, and so $V_0$, for given $I$ and $R$.

The dipole integral reduces to a value at the wall. From $[H,z]=-(\hbar^2/m)\,\partial_z$ follows $[H,[H,z]]=(\hbar^2/m)\,\partial V/\partial z$. Between states that differ in energy by $\hbar\omega$, the left side gives $(\hbar\omega)^2\langle E|z|i\rangle$; surface terms vanish because the bound state decays. Here $\partial V/\partial z=\cos\theta\,V_0\,\delta(r-R)$, with the same angular factor as $z$, so

$$(\hbar\omega)^2\,\mathcal R_0=\frac{\hbar^2V_0}{m}\,w_0(R)\,u(R).$$

The same relation holds at zero energy with $\chi$ in place of $w_0$ and $I$ in place of $\hbar\omega$. Inserting $V_0=\hbar^2K_0^2/2m$ and $I=\hbar^2\kappa^2/2m$,

$$D_0=\frac{2K_0^2}{\kappa^4}(R-a)\,u(R),\qquad R-a=\frac{\tan K_0R}{K_0},$$

where the second relation comes from $\chi=\sin(K_0r)/(K_0\cos K_0R)$ inside.

To normalize $u$, write its equation as $u''=(2/r^2-P)u$, with $P=Q^2$ inside and $P=-\kappa^2$ outside. Differentiation gives

$$\frac{d}{dr}\left[ru'^2+\left(Pr-\frac2r\right)u^2-uu'\right]=2Pu^2 ,$$

because $2ru'u''$ cancels $2(Pr-2/r)uu'$, the two $u'^2$ terms cancel, and $-uu''=(P-2/r^2)u^2$ combines with $(P+2/r^2)u^2$. The bracket vanishes at $r=0$, where $u\propto r^2$, and at infinity. At the wall $u'=-su/R$, so the bracket is $(u^2/R)(G+PR^2)$ with $G=s^2+s-2$. Integrating on each side and adding,

$$1=\frac{u(R)^2}{R}\left[\frac{G+Q^2R^2}{2Q^2}+\frac{G-\kappa^2R^2}{2\kappa^2}\right]=\frac{u(R)^2\,G\,K_0^2}{2RQ^2\kappa^2}.$$

The factors $s-1=y^2/(y+1)$ and $s+2=(y^2+3y+3)/(y+1)$ multiply to $G$, and therefore

$$u(R)^2=\frac{2Q^2(y+1)^2}{K_0^2R\,(y^2+3y+3)} .$$

Substitution into the threshold law gives

$$B\sqrt\varepsilon=\frac{32\pi\alpha}{9n}\,\frac{k\,Q^2\tan^2(K_0R)}{R\,\kappa^6}\,\frac{(y+1)^2}{y^2+3y+3}.$$

The range of the law follows from the wall relation at finite energy. With $q^2=K_0^2+k^2$ and $T=\tan qR$, the inner solution $\phi_k=\sin(qr)/q$ gives $w_0(R)^2=N^2k^2T^2/(q^2+k^2T^2)$. One factor $\hbar\omega$ in $\sigma$ and four in the denominator of $\mathcal R_0^2$ leave $(\hbar\omega)^{-3}$, so the s part is

$$\sigma_s=B\sqrt\varepsilon\left(1+\frac\varepsilon I\right)^{-3}\frac{K_0^2}{\tan^2K_0R}\,\frac{T^2}{q^2+k^2T^2}.$$

Expanding with $q\simeq K_0+k^2/2K_0$ gives $\sigma_s=B\sqrt\varepsilon\,(1+c\,\varepsilon+\dots)$, where

$$c=-\frac3I+\frac{2m}{\hbar^2}\left[\frac{2R}{K_0\sin2K_0R}-\frac1{K_0^2\cos^2K_0R}\right].$$

Consider now a model electron trap in amorphous silicon nitride, with rough values $I=1.5$ eV, an effective mass of half the free mass, $n=2.0$ and $R=0.40$ nm. Then $\hbar^2/2m=0.0762$ eV nm² and $\kappa=\sqrt{1.5/0.0762}=4.44$ nm⁻¹. The level condition gives $Q=8.59$ nm⁻¹, so $K_0=9.66$ nm⁻¹ and $V_0=7.12$ eV. The well also has an s level at $-4.25$ eV, which is taken as filled and counted as part of the neutral core. The wall formulas give $a=0.3085$ nm, $u(R)^2=2.65$ nm⁻¹ and

$$|D_0|=\frac{2(9.665)^2(0.0915)\sqrt{2.648}}{(4.437)^4}=0.0718\ \text{nm}^{5/2}.$$

Hence

$$B=\frac{4\pi\alpha}{18}\,\frac{(4.437)^2(0.0718)^2}{\sqrt{0.0762}}=1.87\times10^{-3}\ \frac{\text{nm}^2}{\text{eV}^{1/2}}=1.87\times10^{-17}\ \frac{\text{cm}^2}{\text{eV}^{1/2}}.$$

The correction is $c=-1.16$ eV⁻¹, so to first order the s part falls 10% below the square-root law at $\varepsilon=0.087$ eV. At 0.10 eV the law gives $5.9\times10^{-18}$ cm² and the full s part $5.3\times10^{-18}$ cm²; the d part adds $0.24\times10^{-18}$ cm². The rise of the d part offsets the fall of the s part, so the total cross-section stays within 10% of $B\sqrt\varepsilon$ up to about 0.33 eV: it is 7% below the law near 0.12 eV and 5% above it at 0.30 eV. Beyond about 0.1 eV this agreement is a cancellation particular to this well. At 1.00 eV the d part is $8.3\times10^{-17}$ cm², about ten times the s part.

The exponent was also tested without scattering functions, by diagonalizing the radial Hamiltonian in a 40 nm box with a grid spacing of 0.005 nm. For eight low-lying continuum states, $\ln\sigma$ was fitted by a constant plus $p\ln\varepsilon$ plus a term linear in $\varepsilon$. The square well gave $p=0.4999$, and its cross-sections agreed with those from scattering functions to within 0.07%. A Gaussian well of depth 7.1 eV and range parameter 0.4 nm gave $p=0.492$, consistent with one half within the test's tolerance of 0.02. Its p level lies at $-0.34$ eV, and the fitted power depends on the box, whose size sets how close to threshold the states lie: it is 0.42 for 20 nm and 0.499 for 80 nm. This well has no sharp wall, so the square root does not depend on having one. Tuning the square well at $R=0.40$ nm to $K_0R=3\pi/2$ puts an s level at zero energy, and the onset power becomes $-0.50$. At $K_0R=2\pi$, where $D_0=0$, the s-channel power is 2.50.

In a real nitride film, lattice vibration, omitted so far, blurs the edge. Suppose the threshold energy depends linearly on one vibrational coordinate $X$, with slope $g$, oscillator mass $\mathcal M$ and frequency $\Omega$. The relaxation energy is $E_r=g^2/(2\mathcal M\Omega^2)$, and the thermal variance of $X$ is $(\hbar/2\mathcal M\Omega)\coth(\hbar\Omega/2k_BT)$. The threshold therefore has the standard deviation

$$\Delta=\sqrt{E_r\,\hbar\Omega\,\coth(\hbar\Omega/2k_BT)} .$$

For the rough values $E_r=0.5$ eV and $\hbar\Omega=0.06$ eV at 300 K, $\Delta=0.19$ eV, about twice the energy at which the s part alone leaves the square-root law, and more than half the range over which the total follows it. For a rough estimate, average $\sigma(\varepsilon)$ over a Gaussian spread of this width, keeping the orbital fixed and the photon energy equal to $I+\varepsilon$ for each $\varepsilon$. The cross-section at the nominal threshold is then $3.4\times10^{-18}$ cm² instead of zero, and 0.20 eV below it $0.8\times10^{-18}$ cm² remains. Both values are rough. Using the one-mode Franck–Condon weights averaged over a replica spacing, the actual photon energy, or a well readjusted to each threshold moves the first between 3.0 and $3.6\times10^{-18}$ cm² and the second between 0.6 and $0.8\times10^{-18}$ cm². Cooling does not restore the edge at the nominal threshold, since $\Delta\to\sqrt{E_r\hbar\Omega}=0.17$ eV. In this one-mode model a sharp zero-phonon edge does exist, lower by $E_r$, but its low-temperature weight $e^{-E_r/\hbar\Omega}$ is only $2\times10^{-4}$. The remaining weight is shared among replicas spaced by $\hbar\Omega$, which the many phonon frequencies and the disorder of a real film tend to smear out. For such coupling the square root describes the electronic factor, and a measured edge need not show it.

An electric field $F$ blurs the edge over the energy at which the potential drop across a length $\ell$ equals $\hbar^2/2m\ell^2$, namely $(\hbar^2e^2F^2/2m)^{1/3}$. This is 0.02 eV at 0.1 MV/cm but 0.14 eV at 2 MV/cm, so a test of the law needs a low field as well as weak vibrational coupling. With the lattice held fixed, direct tunnelling out of the level at 2 MV/cm carries the small factor $e^{-44}$. Vibration makes the level shallower at times and can raise this factor by many orders of magnitude. Band-edge disorder, with a rough width of 0.05 eV, also blurs the edge, over about half the range in which the s part alone follows the law.

The size of $B$ is less certain than the exponent. An effective mass is crude inside a core of atomic size. With $I$ held fixed and the well depth readjusted, $B$ changes to $1.5\times10^{-17}$ cm²/eV$^{1/2}$ at $R=0.35$ nm and to $2.4\times10^{-17}$ at 0.45 nm. The Lorentz estimate of the local field, $[(n^2+2)/3]^2$, would multiply the cross-section by 4. The charge state matters more than either, because it changes the law itself: a trap that is neutral when occupied leaves a positive core. For a static dielectric constant of 7, the Coulomb energy scale is then 0.14 eV; with electronic screening alone, $n^2=4$, it is 0.43 eV. Both exceed the 0.087 eV over which the s part alone follows the square root; only the second exceeds the 0.33 eV found for the total. The p symmetry and the neutral core are assumptions of this model, not established properties of nitride traps. A neutral core of low symmetry can also carry a dipole moment, whose $1/r^2$ tail lowers the exponent below one half: for a point dipole screened by $n^2=4$ it is 0.494 at 2 debye and 0.46 at 5 debye. The numerical output follows.

## Values computed for the example and the checks

```
trap depth I = 1.50 eV, core radius R = 0.40 nm
effective mass = 0.50, refractive index = 2.00
hbar^2/(2m*) = 0.07620 eV nm^2
kappa = 4.4368, Q = 8.5861, K0 = 9.6647 1/nm
kappa R = 1.7747, K0 R = 3.8659
well depth V0 = 7.117 eV
filled s level of the core = -4.250 eV
scattering length a = 0.3085 nm
u(R)^2 = 2.6480 1/nm
|D0| = 0.07181 nm^(5/2)
B = 1.873e-17 cm^2/eV^(1/2)
first correction c = -1.156 1/eV
s-wave law off by 10% near eps = 0.087 eV
eps (eV): threshold law, full s, full d (cm^2)
  0.01: 1.873e-18, 1.852e-18, 8.556e-22
  0.05: 4.189e-18, 3.958e-18, 4.542e-20
  0.10: 5.924e-18, 5.302e-18, 2.423e-19
  0.30: 1.026e-17, 7.541e-18, 3.195e-18
  1.00: 1.873e-17, 8.099e-18, 8.305e-17
power of eps, box, square well: 0.4999
power of eps, box, Gaussian well: 0.4922
Gaussian well p level: -0.344 eV
largest box/quadrature deviation: 6.1e-04
power p->s 0.4995, p->d 2.4994, s->p 1.4978
power p->s, s level at zero energy: -0.5005
power p->s, D0 = 0: 2.4999
oscillator sums: s -0.11111, d 1.11111
density ratio on doubling k: charged 0.9995, free 1.9992
Rydberg if core were charged = 0.139 eV (static constant 7.0)
relaxation = 0.50 eV, phonon = 0.060 eV
T = 300 K, kT = 0.0259 eV
vibrational blur (std. dev.) = 0.191 eV
eps (eV): blurred total cross-section (cm^2)
  -0.20: 7.612e-19
  +0.00: 3.397e-18
  +0.20: 8.599e-18
  +0.50: 2.265e-17
field blur at 0.1 MV/cm = 0.0197 eV
field blur at 2 MV/cm = 0.1450 eV
tunnelling exponent at 2 MV/cm = 44.4
band-edge disorder (rough input) = 0.05 eV
local-field factor, up to 4.00
B for R = 0.35 nm: 1.510e-17 cm^2/eV^(1/2)
B for R = 0.45 nm: 2.442e-17 cm^2/eV^(1/2)
```
